# Vacuum energy of a massless Dirac field on a flux-threaded ring: verification in Python

```python
"""Vacuum energy of a massless 1+1 Dirac field on a ring of length L.

Result under test, for an antiperiodic field threaded by flux:
    E = (2 pi hbar c / L) * (phi**2 - 1/12),  |phi| <= 1/2, period 1 in phi,
after removal of the bulk energy proportional to L.
phi : charge * flux / (2 pi hbar); phi = 1/2 is the periodic field
x   : 2 pi * (cutoff length) / L
Energies are in units of hbar c / L unless a label says otherwise.
The hopping ring has hopping 1 and spacing 1, hence velocity 2.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import hbar, c, e


def vacuum_formula(phi):
    distance = phi - np.round(phi)
    return 2 * np.pi * (distance**2 - 1 / 12)


def exponential(s):
    return np.exp(-s)


def gaussian(s):
    return np.exp(-s**2)


def regulated_energy(phi, x, cutoff):
    """Explicit mode sum, and the integral replacing it on a line."""
    n_max = int(45 / x) + 2
    n = np.arange(-n_max, n_max)
    u = np.abs(n + 0.5 - phi)
    bare = -2 * np.pi * np.sum(u * cutoff(x * u))
    moment = quad(lambda s: s * cutoff(s), 0, np.inf,
                  epsabs=1e-13, epsrel=1e-13)[0]
    bulk = -2 * np.pi * 2 * moment / x**2
    return bare, bulk


# Mode energies from a Dirac matrix with a nonuniform vector potential.
points, phi_test = 80, 0.3
j = np.arange(points)
diff = j[:, None] - j[None, :]
safe = np.where(diff == 0, 1, diff)
derivative = np.where(diff == 0, 0.0,
                      np.pi * (-1.0)**diff / np.sin(np.pi * safe / points))
potential = 2 * np.pi * phi_test * (1 + 0.8 * np.cos(2 * np.pi * j / points))
kinetic = -1j * derivative - np.diag(potential)
dirac = np.kron(np.diag([1.0, -1.0]), kinetic)
levels = np.linalg.eigvalsh(dirac) / (2 * np.pi)
levels = np.sort(levels[np.abs(levels) < 5])
k = np.arange(-20, 20) + 0.5 - phi_test
expected = np.concatenate([k, -k])
expected = np.sort(expected[np.abs(expected) < 5])
assert len(levels) == len(expected)
mode_error = np.max(np.abs(levels - expected))
assert mode_error < 1e-8

# Closed generating sum and its small-x expansion.
xs, ps = sp.symbols("x phi", positive=True)
series = sp.series(sp.cosh(ps * xs) / sp.sinh(xs / 2), xs, 0, 3).removeO()
series = sp.expand(series)
assert sp.simplify(series.coeff(xs, -1) - 2) == 0
assert sp.simplify(series.coeff(xs, 1) - ps**2 + sp.Rational(1, 12)) == 0
labels = np.arange(-400, 400)
for phi in (0.0, 0.2, 0.5):
    direct = np.sum(np.exp(-0.3 * np.abs(labels + 0.5 - phi)))
    assert abs(direct - np.cosh(0.3 * phi) / np.sinh(0.15)) < 1e-10

# Two different smooth cutoffs must leave the same finite part.
cutoff_error = 0.0
for phi in (0.0, 0.13, 0.25, 0.4, 0.5, 0.8):
    for cutoff in (exponential, gaussian):
        bare, bulk = regulated_energy(phi, 0.01, cutoff)
        error = abs(bare - bulk - vacuum_formula(phi))
        cutoff_error = max(cutoff_error, error)
# The remaining cutoff error is of order x squared = 1e-4.
assert cutoff_error < 1e-4

# End points of the parabola and its zero.
assert abs(vacuum_formula(0.0) + np.pi / 6) < 1e-12
assert abs(vacuum_formula(0.5) - np.pi / 3) < 1e-12
phi_zero = 1 / np.sqrt(12)
bare, bulk = regulated_energy(phi_zero, 0.01, exponential)
assert abs(bare - bulk) < 1e-4

# A cutoff on the mode label loses the flux dependence.
half_count = 50
label = np.arange(-half_count, half_count)
label_sums = [np.sum(np.abs(label + 0.5 - p)) for p in (0.0, 0.25, 0.5)]
assert np.allclose(label_sums, half_count**2, atol=1e-9)

# Half-filled hopping ring: the lattice itself is the cutoff.
site_energy = quad(lambda q: -2 * np.cos(q) / (2 * np.pi),
                   -np.pi / 2, np.pi / 2)[0]
velocity = 2.0


def hopping_ring(sites, phi):
    h = np.zeros((sites, sites), complex)
    for site in range(sites - 1):
        h[site, site + 1] = h[site + 1, site] = -1
    h[-1, 0] = -np.exp(2j * np.pi * phi)
    h[0, -1] = np.conj(h[-1, 0])
    energies = np.linalg.eigvalsh(h)
    total = np.sum(np.minimum(energies, 0))
    return (total - sites * site_energy) * sites / velocity


sites = 202
ring = {p: hopping_ring(sites, p) for p in (0.0, 0.25, 0.5, 0.7)}
for phi, value in ring.items():
    # Lattice corrections scale as 1/sites**2.
    assert abs(value - vacuum_formula(phi)) < 2e-4
periodic_ring = hopping_ring(200, 0.0)
assert abs(periodic_ring - np.pi / 3) < 2e-4

# Occupations held fixed while the flux passes the cusp.
filled = np.arange(-(sites // 4), sites // 4 + 1)
assert len(filled) == sites // 2
followed = -2 * np.sum(np.cos(2 * np.pi * (filled + 0.7) / sites))
followed = (followed - sites * site_energy) * sites / velocity
assert abs(followed - 2 * np.pi * (0.7**2 - 1 / 12)) < 2e-4
gap = followed - ring[0.7]
assert abs(gap - 2 * np.pi * (2 * 0.7 - 1)) < 4e-4

# Worked example.
length = 1e-6
unit_ev = hbar * c / length / e
print(f"ring length L = {length * 1e6:.1f} micrometre")
print(f"energy unit hbar c/L = {unit_ev:.6f} eV")
print("vacuum energy from the formula:")
for phi in (0.0, 0.25, 0.5):
    value = vacuum_formula(phi)
    print(f"  phi = {phi:.2f}: {value:+.6f} hbar c/L"
          f" = {value * unit_ev:+.6f} eV")
print(f"flux of zero energy: phi = {phi_zero:.6f} (dimensionless)")
print("exponential cutoff, phi = 0.25, energies in hbar c/L:")
for x in (0.4, 0.2, 0.1, 0.05):
    bare, bulk = regulated_energy(0.25, x, exponential)
    print(f"  x = {x:.2f}: bare {bare:.6f}, bulk {bulk:.6f},"
          f" difference {bare - bulk:+.6f}")
print(f"largest cutoff-sum error at x = 0.01: {cutoff_error:.1e} hbar c/L")
print(f"largest Dirac-matrix level error: {mode_error:.1e} (2 pi hbar c/L)")
print(f"label-cutoff sums, {2 * half_count} labels, phi = 0, 0.25, 0.5:")
print("  " + ", ".join(f"{s:.3f}" for s in label_sums) + " (dimensionless)")
print(f"hopping ring, {sites} sites, energies in hbar v/L:")
for phi, value in ring.items():
    print(f"  phi = {phi:.2f}: ring {value:+.6f},"
          f" formula {vacuum_formula(phi):+.6f}")
print(f"hopping ring, 200 sites, no flux: {periodic_ring:+.6f} hbar v/L")
print(f"state followed to phi = 0.70: {followed:+.6f} hbar v/L")
print(f"its excess over the vacuum: {gap:+.6f} hbar v/L")
print("done: every assertion held")
```

It prints:

```
ring length L = 1.0 micrometre
energy unit hbar c/L = 0.197327 eV
vacuum energy from the formula:
  phi = 0.00: -0.523599 hbar c/L = -0.103320 eV
  phi = 0.25: -0.130900 hbar c/L = -0.025830 eV
  phi = 0.50: +1.047198 hbar c/L = +0.206640 eV
flux of zero energy: phi = 0.288675 (dimensionless)
exponential cutoff, phi = 0.25, energies in hbar c/L:
  x = 0.40: bare -78.670259, bulk -78.539816, difference -0.130442
  x = 0.20: bare -314.290051, bulk -314.159265, difference -0.130785
  x = 0.10: bare -1256.767932, bulk -1256.637061, difference -0.130871
  x = 0.05: bare -5026.679138, bulk -5026.548246, difference -0.130893
largest cutoff-sum error at x = 0.01: 1.0e-05 hbar c/L
largest Dirac-matrix level error: 6.2e-15 (2 pi hbar c/L)
label-cutoff sums, 100 labels, phi = 0, 0.25, 0.5:
  2500.000, 2500.000, 2500.000 (dimensionless)
hopping ring, 202 sites, energies in hbar v/L:
  phi = 0.00: ring -0.523614, formula -0.523599
  phi = 0.25: ring -0.130901, formula -0.130900
  phi = 0.50: ring +1.047214, formula +1.047198
  phi = 0.70: ring +0.041892, formula +0.041888
hopping ring, 200 sites, no flux: +1.047215 hbar v/L
state followed to phi = 0.70: +2.555150 hbar v/L
its excess over the vacuum: +2.513258 hbar v/L
done: every assertion held
```
